# Damage in a Staircase Field Ramp Compared with a Continuous Ramp, part 1

(Sections cited here and not found follow in the second part.)

## The ratio and where it comes from

Twenty-four steps of 0.5 V, each held for 1 s, take a dielectric 20 nm thick from zero to 12 V in 24 s. A continuous ramp covers the same range in the same time. If the rate of damage grows exponentially with field, with an acceleration of 4 cm/MV, the staircase nevertheless does 1.582 times the damage of the ramp. The two tests share their start field, final field, duration and average rate, so the difference must come from the shape of the steps.

A first hint is that each step is taken before its dwell. Just after a step the staircase is a full step above the ramp. The ramp then catches up and meets the plateau when the dwell ends. The staircase field is therefore never below the ramp field, and on average it is half a step above it. An exponential rate turns this small excess of field into a factor in damage. The size of the factor follows from the damage law and a geometric sum.

Let $E$ be the magnitude of the field, and let a sample held at constant $E$ live for a time $t(E)$. The exponential law is

$$
t(E)=t_f\,e^{-\gamma(E-E_f)} .
$$

Here $E_f$ is the final field of the test, $t_f$ is the lifetime at that field, and $\gamma$ is the field acceleration. Raising the field by $1/\gamma$ shortens the lifetime by a factor $e$. Using $E_f$ as the reference is a matter of convenience: any other reference field, taken with the lifetime at that field, describes the same law and gives the same damages.

For a field that changes in time, a further assumption is needed. Damage $M$ is taken to add linearly,

$$
\frac{dM}{dt}=\frac{1}{t(E(t))},\qquad M=\int\frac{dt}{t(E(t))},
$$

and the sample fails when $M=1$. At constant field the integral is $t/t(E)$, which reaches one at $t=t(E)$, as it should. The assumption says that the rate depends on the present field alone. It excludes recovery at low field, memory of earlier stress, and a drift of temperature during the test.

Linearity is slightly less restrictive than it looks. Suppose that a physical quantity $m$, such as a density of broken bonds, grows as $dm/dt=g(m)/t(E)$ with a positive function $g$. Dividing by $g(m)$ gives $dm/g(m)=dt/t(E)$. The integral of the left side is then a damage variable that adds linearly, and the results below apply to it. They do not apply to $m$ itself unless $g$ is constant.

Take the continuous ramp first. Its field is $E=E_0+Rt$, where $R$ is a constant positive rate, and it ends when $E=E_f$. Since $dE=R\,dt$, the time integral becomes a field integral:

$$
M_{\rm ramp}=\frac{1}{Rt_f}\int_{E_0}^{E_f}e^{\gamma(E-E_f)}\,dE .
$$

The antiderivative of the exponential is the same exponential divided by $\gamma$. At the upper limit the exponential is one, and at the lower limit it is $e^{-\gamma(E_f-E_0)}$. Hence

$$
M_{\rm ramp}=\frac{1-e^{-\gamma(E_f-E_0)}}{\gamma R t_f}.
$$

When the start is many times $1/\gamma$ below the end, the bracketed difference is close to one. The ramp then does the damage of a constant stress at $E_f$ lasting $1/(\gamma R)$, the time in which the ramp climbs by $1/\gamma$. The earlier part of the ramp hardly matters.

The staircase has $N$ equal steps of height $D$, with $ND=E_f-E_0$. After each step the field is held for a dwell $h$. To match the average rate of the ramp, the dwell must be

$$
h=\frac{D}{R}.
$$

The plateaus lie at $E_0+kD$ for $k=1,2,\ldots,N$. The last one is $E_f$, and it is held for its full dwell. There is no dwell at $E_0$. The total time is $Nh=ND/R=(E_f-E_0)/R$, equal to that of the ramp.

On plateau $k$ the field lies $(N-k)D$ below $E_f$. With the dimensionless step

$$
x=\gamma D,
$$

the damage on that plateau is $(h/t_f)e^{-(N-k)x}$. Counting downwards from the last plateau with $j=N-k$ gives

$$
M_{\rm stair}=\frac{h}{t_f}\sum_{j=0}^{N-1}e^{-jx}.
$$

Call the sum $S$. Multiplying it by $e^{-x}$ moves every term one place along, so that $S-e^{-x}S$ retains the first term of $S$ and minus the last term of the shifted sum:

$$
S(1-e^{-x})=1-e^{-Nx}.
$$

Division by $1-e^{-x}$, which is positive, yields

$$
M_{\rm stair}=\frac{h}{t_f}\,\frac{1-e^{-Nx}}{1-e^{-x}} .
$$

Because $Nx=\gamma ND=\gamma(E_f-E_0)$, the numerator is the same difference that appears in the ramp damage. It cancels in the ratio, leaving

$$
\frac{M_{\rm stair}}{M_{\rm ramp}}
=\frac{h\,\gamma R}{1-e^{-x}} .
$$

Finally $hR=D$, so $h\gamma R=\gamma D=x$ and

$$
r(x)\equiv\frac{M_{\rm stair}}{M_{\rm ramp}}
=\frac{x}{1-e^{-x}}
=\frac{\gamma D}{1-e^{-\gamma D}} .
$$

This holds for any whole number of steps, including one. It does not require a low start field, and it contains neither $R$ nor $t_f$.

The absence of $N$ has a simple reason. Consider one interval of the ramp, from $E_k-D$ to $E_k$. Let $y=E_k-E$ be the distance below its top. Relative to the rate at $E_k$, the damage done by the ramp in this interval is

$$
\frac1R\int_0^D e^{-\gamma y}\,dy
=\frac{1-e^{-x}}{\gamma R}
=h\,\frac{1-e^{-x}}{x}=\frac{h}{r(x)} .
$$

The plateau does $h$ in the same units. The ratio is thus already $r$ in each interval. The intervals differ greatly in how much damage they do, but a sum of pairs that all have the same ratio has that ratio too.

In the example, 0.5 V across 20 nm is a field step of 0.25 MV/cm. The dimensionless step is $x=4\times0.25=1$, and

$$
r=\frac{1}{1-e^{-1}}=\frac{1}{0.6321}=1.582 .
$$

Direct integration of the two waveforms in time also gives 1.582. If the staircase is scaled to reach damage 1 at its end, the ramp reaches 0.632. The last plateau's share of the staircase damage is also 0.632, but these two quantities are different. For a low start the share is $1-e^{-x}$, while the scaled ramp damage is $(1-e^{-x})/x$. They agree here because $x=1$.

For a fine staircase $x$ is small. The series of the exponential gives

$$
1-e^{-x}=x\left(1-\frac{x}{2}+\frac{x^2}{6}-\cdots\right).
$$

The factor $x$ cancels against the numerator of $r$. Write the bracket as $1-v$ with $v=x/2-x^2/6+\cdots$, and use $1/(1-v)=1+v+v^2+\cdots$. To second order, $v$ contributes $x/2-x^2/6$ and $v^2$ contributes $x^2/4$. Since $1/4-1/6=1/12$,

$$
r=1+\frac{x}{2}+\frac{x^2}{12}+\cdots .
$$

The leading correction $x/2$ is $\gamma$ times the mean excess field $D/2$. Thus the half-step picture gives the first-order effect. At $x=1$ the three terms written here add to 1.583, already close to the full result.

For a coarse staircase $e^{-x}$ is small and $r$ approaches $x$. Nearly all the staircase damage is then done on the last plateau, which lasts $h$. The ramp has its effective time $1/(\gamma R)$ near the same field. The ratio of these times is $h\gamma R=x$. Although the rate just after a step exceeds the ramp rate by a factor $e^x$, the damage ratio grows only in proportion to $x$ in this limit. The ramp closes the gap in field during the dwell, and its own damage is concentrated near the end of the dwell, where the gap is small.

The dependence on step size can be seen with the average rate held at 0.25 MV/cm/s and the final field at 6 MV/cm, so that the dwell grows with the step. A step of 0.1 V gives $r=1.10$, one of 1 V gives 2.31, and one of 2 V gives 4.07. The last value has $x=4$ and is already near the coarse limit.

The order of step and dwell is part of the result. If the sample dwells first and steps afterwards, the plateaus are $E_0,E_0+D,\ldots,E_f-D$. Each is lower by $D$ than its counterpart above, so every term in the sum acquires a factor $e^{-x}$. The ratio becomes

$$
r\,e^{-x}=\frac{x e^{-x}}{1-e^{-x}}=\frac{x}{e^x-1},
$$

where the last form follows on multiplying numerator and denominator by $e^x$. In the example this is 0.582. Such a staircase never rises above the ramp and does less damage. The field reaches $E_f$ at the very end but spends no time there.

Between these two cases lies a staircase whose plateaus are at the middles of the intervals. Its terms carry $e^{-x/2}$, and its ratio is

$$
r\,e^{-x/2}=\frac{x}{e^{x/2}-e^{-x/2}}
=\frac{x/2}{\sinh(x/2)} .
$$

The hyperbolic sine is half the difference of the two exponentials, which accounts for the factors of two. At $x=1$ the value is 0.96. Removing the mean excess field therefore removes most of the difference, but not all of it. The small deficit that remains comes from curvature: the ramp spends equal times above and below the middle, and with an exponential rate the gain above outweighs the loss below.

The same rearrangement converts the damage ratio into a field shift. Let a ramp at the same rate $R$ continue to a field $E_c$ at which its damage equals that of the staircase ending at $E_f$. The ramp damage is proportional to the difference of exponentials at its two ends, so the condition is

$$
e^{\gamma E_c}-e^{\gamma E_0}
=r\left(e^{\gamma E_f}-e^{\gamma E_0}\right).
$$

Moving the second term to the right and dividing by $e^{\gamma E_f}$ gives

$$
e^{\gamma(E_c-E_f)}=r-(r-1)e^{-\gamma(E_f-E_0)} .
$$

When the start is far below the end, the last term is negligible. In the example it contains $e^{-24}$. The logarithm then gives the shift

$$
\delta=E_c-E_f=\frac{\ln r}{\gamma}.
$$

From the form with the hyperbolic sine,

$$
\ln r=\frac{x}{2}-\ln\frac{\sinh(x/2)}{x/2}.
$$

For positive $u$, the series $\sinh u=u+u^3/6+\cdots$ has positive terms, so $\sinh u>u$ and the logarithm being subtracted is positive. Division by $\gamma$ shows that $\delta<D/2$. Also $1-e^{-x}<x$ for positive $x$, so $r>1$ and $\delta>0$. The shift is positive and smaller than half a step.

To find how much smaller, set $u=x/2$ and expand:

$$
\ln\frac{\sinh u}{u}
=\ln\left(1+\frac{u^2}{6}+\frac{u^4}{120}+\cdots\right)
=\frac{u^2}{6}-\frac{u^4}{180}+\cdots .
$$

The fourth-order coefficient is $1/120-1/72=-1/180$, the second part coming from $-\tfrac12(u^2/6)^2$. Restoring $x$ gives

$$
\gamma\delta=\frac{x}{2}-\frac{x^2}{24}+\frac{x^4}{2880}-\cdots .
$$

For $x=1$ the shift is 0.115 MV/cm, compared with a half step of 0.125 MV/cm. Across 20 nm it is 0.23 V. At 0.25 MV/cm/s, the ramp needs a further 0.46 s to do the damage that the staircase has done by 12 V.

Under the exponential law with linear damage, a staircase that steps before each dwell does $r=x/(1-e^{-x})$ times the damage of a ramp with the same average rate and final field, and for a low start the equivalent shift in final field is positive but less than half a step. It remains to read a lifetime from a staircase record, including failure partway through a dwell, and to see how other field laws and departures from the ideal test affect the result.

All numerical values are calculated from the stated model.
